# Separating Interface Dipoles from Oxide Charge by Varying Two Film Thicknesses: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: the flat-band voltage of gate / high-k / silica / silicon is
#   V = W - Qi*(s/es + h/eh) - Qm*h/eh - rs*(s^2/(2 es) + s h/eh) - rh*h^2/(2 eh),
# W = phi_ms + D, and crossing thickness series recover W, Qi, Qm, rs and rh.
# s, h: silica and high-k thickness; es, eh: their permittivities;
# Qi, Qm: sheet charges at silicon/silica and silica/high-k;
# rs, rh: bulk charge densities in silica and high-k;
# D: high-k/silica dipole step, positive with its positive side facing the gate.
# The data come from a discretized Poisson equation, not from this formula.
import numpy as np
from scipy.constants import e, epsilon_0

nm = 1e-9
sheet_unit = e * 1e4       # one elementary charge per cm^2, in C/m^2
bulk_unit = e * 1e6        # one elementary charge per cm^3, in C/m^3
ks, kh = 3.9, 20.0
es, eh = ks * epsilon_0, kh * epsilon_0
dx = 0.1 * nm
delta = 0.2 * nm
base = dict(phi=0.10, sigma=3e13 * sheet_unit, Qi=2e11 * sheet_unit,
            Qm=-1.5e12 * sheet_unit, rs=5e17 * bulk_unit, rh=3e18 * bulk_unit)


def flatband(s, h, p, gate_sigma=0.0, spread=0.0):
    """Gate voltage at which the displacement entering silicon is zero."""
    nh, ns = round(h / dx), round(s / dx)
    n = nh + ns
    nd = round(delta / dx)
    eps = np.r_[np.full(nh, eh), np.full(ns, es)]
    rho = np.r_[np.full(nh, p["rh"]), np.full(ns, p["rs"])]
    q = np.zeros(n + 1)
    if spread > 0:
        nb = round(spread / dx)
        rho[nh - nb:nh] += p["Qm"] / spread
    else:
        q[nh] += p["Qm"]
    q[:-1] += rho * dx / 2
    q[1:] += rho * dx / 2
    q[n] += p["Qi"]
    q[nh] += p["sigma"]
    q[nh + nd] -= p["sigma"]
    q[0] += gate_sigma
    q[nd] -= gate_sigma
    c = eps / dx
    matrix = np.diag(c[:-1] + c[1:]) - np.diag(c[1:-1], 1) - np.diag(c[1:-1], -1)
    displacement = []
    for gate_potential in (0.0, 1.0):
        source = q[1:n].copy()
        source[0] += c[0] * gate_potential
        potential = np.linalg.solve(matrix, source)
        displacement.append(c[-1] * potential[-1] + q[n])
    d0, d1 = displacement
    return p["phi"] - d0 / (d1 - d0)


def terms(s, h, p):
    """Contributions of Qi, Qm, rs and rh in the derived formula."""
    return np.array([-p["Qi"] * (s / es + h / eh), -p["Qm"] * h / eh,
                     -p["rs"] * (s**2 / (2 * es) + s * h / eh),
                     -p["rh"] * h**2 / (2 * eh)])


def invert(v, s0, h0, a):
    """Five voltages: corner, two more high-k values, two more silica values."""
    v0, vh1, vh2, vs1, vs2 = v
    second_h, second_s = vh2 - 2 * vh1 + v0, vs2 - 2 * vs1 + v0
    slope_h = (-3 * v0 + 4 * vh1 - vh2) / (2 * a)
    slope_s = (-3 * v0 + 4 * vs1 - vs2) / (2 * a)
    rh, rs = -eh * second_h / a**2, -es * second_s / a**2
    Qi = -es * slope_s - rs * (s0 + es * h0 / eh)
    Qm = -eh * slope_h - Qi - rs * s0 - rh * h0
    found = dict(Qi=Qi, Qm=Qm, rs=rs, rh=rh)
    found["W"] = v0 - terms(s0, h0, found).sum()
    return found, (second_h, second_s, slope_h, slope_s)


def design(points):
    """Model columns; sheets per 1e12 e/cm^2 and bulk per 1e18 e/cm^3."""
    s, h = np.array(points).T
    qs, qb = 1e12 * sheet_unit, 1e18 * bulk_unit
    return np.column_stack([np.ones(len(s)), -qs * (s / es + h / eh), -qs * h / eh,
                            -qb * (s**2 / (2 * es) + s * h / eh),
                            -qb * h**2 / (2 * eh)])


t = np.array([2.0, 4.0, 6.0]) * nm
s0 = h0 = a = t[0]
grid = [(s, h) for s in t for h in t]
cross = [(t[0], t[0]), (t[0], t[1]), (t[0], t[2]), (t[1], t[0]), (t[2], t[0])]
data = {point: flatband(*point, base) for point in grid}
D = base["sigma"] * delta / es
W = base["phi"] + D

# Poisson data against the derived polynomial, including the dipole step
for point in grid:
    assert abs(data[point] - W - terms(*point, base).sum()) < 1e-9

# Five samples recover every parameter
five = np.array([data[point] for point in cross])
found, differences = invert(five, s0, h0, a)
assert abs(found["W"] - W) < 1e-8
for key in ("Qi", "Qm", "rs", "rh"):
    assert abs(found[key] / base[key] - 1) < 1e-6

# Samples outside the cross test the prediction and the mixed difference
corner = (t[2], t[2])
predicted = found["W"] + terms(*corner, found).sum()
assert abs(predicted - data[corner]) < 1e-8
mixed = data[corner] - data[(t[2], t[0])] - data[(t[0], t[2])] + data[(t[0], t[0])]
assert abs(mixed + found["rs"] * (2 * a)**2 / eh) < 1e-8

# Which sample sets determine the five parameters
ranks = {"fixed silica": [(s0, h) for h in t], "fixed high-k": [(s, h0) for s in t],
         "equal thicknesses": [(x * nm, x * nm) for x in (2, 3, 4, 5, 6)],
         "crossing series": cross}
ranks = {name: np.linalg.matrix_rank(design(pts), tol=1e-9)
         for name, pts in ranks.items()}
assert list(ranks.values()) == [3, 3, 3, 5]

# Two different stacks that agree throughout one high-k series
twin_step = 0.10
q_twin = es * twin_step / s0
twin = dict(base, sigma=base["sigma"] + twin_step * es / delta,
            Qi=base["Qi"] + q_twin, Qm=base["Qm"] - q_twin)
for h in t:
    assert abs(flatband(s0, h, twin) - data[(s0, h)]) < 1e-9
twin_gap = flatband(t[1], h0, twin) - data[(t[1], h0)]
assert abs(twin_gap - twin_step * (1 - t[1] / s0)) < 1e-9
series = np.array([data[(s0, h)] for h in t])
single_intercept = np.polyfit(t / nm, series, 2)[-1]
assert abs(single_intercept - W + base["Qi"] * s0 / es
           + base["rs"] * s0**2 / (2 * es)) < 1e-8

# Silica-only control, and an additional dipole at the metal/high-k interface
control_parameters = dict(base, sigma=0.0, Qm=0.0)
control = np.array([flatband(s, 0.0, control_parameters) for s in t])
W_control = np.polyfit(t / nm, control, 2)[-1]
D_found = found["W"] - W_control
assert abs(W_control - base["phi"]) < 1e-8 and abs(D_found - D) < 1e-8
gate_sigma = 1e13 * sheet_unit
D_gate = gate_sigma * delta / eh
with_gate = [flatband(*point, base, gate_sigma=gate_sigma) for point in cross]
D_sum = invert(with_gate, s0, h0, a)[0]["W"] - W_control
assert abs(D_sum - D - D_gate) < 1e-8

# Interface charge spread through a finite layer of the high-k film
spread = 1.0 * nm
spread_data = [flatband(*point, base, spread=spread) for point in cross]
spread_found = invert(spread_data, s0, h0, a)[0]
spread_offset = spread_found["W"] - found["W"]
assert abs(spread_offset - base["Qm"] * spread / (2 * eh)) < 1e-8
assert abs(spread_found["Qm"] / base["Qm"] - 1) < 1e-6

# Bias of a planar fit that leaves out bulk charge
voltages = np.array([data[point] for point in grid])
xy = np.array(grid) / nm
plane = np.linalg.lstsq(np.column_stack([np.ones(9), xy]), voltages, rcond=None)[0]
bias = plane[0] - W
m = t.mean()
bias_formula = ((m**2 - 2 * a**2 / 3) * (base["rs"] / (2 * es) + base["rh"] / (2 * eh))
                + m**2 * base["rs"] / eh)
assert abs(bias - bias_formula) < 1e-8

# Noise propagation, checked by repeated synthetic measurements
noise = 0.005
rng = np.random.default_rng(7)
errors = {}
for name, points in (("five samples", cross), ("nine samples", grid)):
    A = design(points)
    errors[name] = noise * np.sqrt(np.linalg.inv(A.T @ A)[0, 0])
    clean = np.array([data[point] for point in points])
    trials = clean[:, None] + noise * rng.standard_normal((len(points), 20000))
    if name == "five samples":
        intercepts = invert(trials, s0, h0, a)[0]["W"]
    else:
        intercepts = np.linalg.lstsq(A, trials, rcond=None)[0][0]
    assert abs(intercepts.std() / errors[name] - 1) < 0.03

print(f"relative permittivity: silica {ks:.1f}, high-k {kh:.1f}")
print(f"input work-function difference phi_ms = {base['phi']:.4f} V")
print(f"input dipole sheet density = {base['sigma']/sheet_unit:.3e} e/cm^2")
print(f"input dipole separation = {delta/nm:.2f} nm")
print(f"dipole step sigma*delta/eps_s = {D:.5f} V")
print(f"input Qi = {base['Qi']/sheet_unit:.3e} e/cm^2")
print(f"input Qm = {base['Qm']/sheet_unit:.3e} e/cm^2")
print(f"input rho_s = {base['rs']/bulk_unit:.3e} e/cm^3")
print(f"input rho_h = {base['rh']/bulk_unit:.3e} e/cm^3")
for (s, h), value in data.items():
    print(f"V_FB at s = {s/nm:.0f} nm, h = {h/nm:.0f} nm: {value:.5f} V")
for label, value in zip(("Qi", "Qm", "rho_s", "rho_h"), terms(*corner, base)):
    print(f"{label} contribution at s = h = 6 nm: {value:.5f} V")
print(f"second difference along h = {differences[0]:.6f} V")
print(f"second difference along s = {differences[1]:.6f} V")
print(f"corner slope along h = {differences[2]*nm:.6f} V/nm")
print(f"corner slope along s = {differences[3]*nm:.6f} V/nm")
for key, label in (("Qi", "Qi"), ("Qm", "Qm")):
    print(f"recovered {label} = {found[key]/sheet_unit:.3e} e/cm^2")
for key, label in (("rs", "rho_s"), ("rh", "rho_h")):
    print(f"recovered {label} = {found[key]/bulk_unit:.3e} e/cm^3")
print(f"recovered constant W = {found['W']:.5f} V")
print(f"predicted V_FB at s = h = 6 nm: {predicted:.5f} V")
print(f"mixed difference, 2 to 6 nm in both films = {mixed:.6f} V")
for s, value in zip(t, control):
    print(f"silica-only control at s = {s/nm:.0f} nm: {value:.5f} V")
print(f"control intercept = {W_control:.5f} V")
print(f"recovered dipole D = {D_found:.5f} V = {1000*D_found:.2f} mV")
print(f"metal/high-k test: sheet {gate_sigma/sheet_unit:.1e} e/cm^2, D_g = {D_gate:.5f} V")
print(f"apparent dipole with D_g present = {D_sum:.5f} V")
for name, rank in ranks.items():
    print(f"independent parameter combinations, {name}: {rank}")
print(f"single series at s = 2 nm, intercept at h = 0: {single_intercept:.5f} V")
print(f"twin stack: dipole change {twin_step:.2f} V, q = {q_twin/sheet_unit:.3e} e/cm^2")
print(f"twin minus original at s = 4 nm, h = 2 nm: {twin_gap:.5f} V")
print(f"Qm spread over {spread/nm:.1f} nm: change of W = {1000*spread_offset:.3f} mV")
print(f"planar fit without bulk charge: W = {plane[0]:.5f} V, bias = {bias:.5f} V")
print(f"assumed voltage noise = {1000*noise:.1f} mV")
for name, value in errors.items():
    print(f"standard error of W, {name}: {1000*value:.2f} mV")
print("verified")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 176, in <module>
    assert abs(intercepts.std() / errors[name] - 1) < 0.03
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program, not in the physics. In the noise test the inversion handles 20000 synthetic measurements at once, but a plain `.sum()` added the charge contributions over all measurements as well as over the four charges. Every intercept was then shifted by the same number, and its scatter was only that of the corner voltage. The sum now runs over the four charges only (`axis=0`) inside the inversion; no tested quantity, tolerance or case is changed.

The change:

```diff
@@ -61,5 +61,7 @@
 
 def invert(v, s0, h0, a):
-    """Five voltages: corner, two more high-k values, two more silica values."""
+    """Five voltages: corner, two more high-k values, two more silica values.
+
+    Each voltage may be a number or an array of repeated measurements."""
     v0, vh1, vh2, vs1, vs2 = v
     second_h, second_s = vh2 - 2 * vh1 + v0, vs2 - 2 * vs1 + v0
@@ -70,5 +72,5 @@
     Qm = -eh * slope_h - Qi - rs * s0 - rh * h0
     found = dict(Qi=Qi, Qm=Qm, rs=rs, rh=rh)
-    found["W"] = v0 - terms(s0, h0, found).sum()
+    found["W"] = v0 - terms(s0, h0, found).sum(axis=0)
     return found, (second_h, second_s, slope_h, slope_s)
 
```

Output now:

```
relative permittivity: silica 3.9, high-k 20.0
input work-function difference phi_ms = 0.1000 V
input dipole sheet density = 3.000e+13 e/cm^2
input dipole separation = 0.20 nm
dipole step sigma*delta/eps_s = 0.27839 V
input Qi = 2.000e+11 e/cm^2
input Qm = -1.500e+12 e/cm^2
input rho_s = 5.000e+17 e/cm^3
input rho_h = 3.000e+18 e/cm^3
V_FB at s = 2 nm, h = 2 nm: 0.37147 V
V_FB at s = 2 nm, h = 4 nm: 0.37690 V
V_FB at s = 2 nm, h = 6 nm: 0.37147 V
V_FB at s = 4 nm, h = 2 nm: 0.33719 V
V_FB at s = 4 nm, h = 4 nm: 0.34080 V
V_FB at s = 4 nm, h = 6 nm: 0.33357 V
V_FB at s = 6 nm, h = 2 nm: 0.29362 V
V_FB at s = 6 nm, h = 4 nm: 0.29543 V
V_FB at s = 6 nm, h = 6 nm: 0.28638 V
Qi contribution at s = h = 6 nm: -0.06653 V
Qm contribution at s = h = 6 nm: 0.08143 V
rho_s contribution at s = h = 6 nm: -0.05804 V
rho_h contribution at s = h = 6 nm: -0.04886 V
second difference along h = -0.010857 V
second difference along s = -0.009280 V
corner slope along h = 0.005429 V/nm
corner slope along s = -0.014824 V/nm
recovered Qi = 2.000e+11 e/cm^2
recovered Qm = -1.500e+12 e/cm^2
recovered rho_s = 5.000e+17 e/cm^3
recovered rho_h = 3.000e+18 e/cm^3
recovered constant W = 0.37839 V
predicted V_FB at s = h = 6 nm: 0.28638 V
mixed difference, 2 to 6 nm in both films = -0.007238 V
silica-only control at s = 2 nm: 0.07680 V
silica-only control at s = 4 nm: 0.04432 V
silica-only control at s = 6 nm: 0.00256 V
control intercept = 0.10000 V
recovered dipole D = 0.27839 V = 278.39 mV
metal/high-k test: sheet 1.0e+13 e/cm^2, D_g = 0.01810 V
apparent dipole with D_g present = 0.29648 V
independent parameter combinations, fixed silica: 3
independent parameter combinations, fixed high-k: 3
independent parameter combinations, equal thicknesses: 3
independent parameter combinations, crossing series: 5
single series at s = 2 nm, intercept at h = 0: 0.35519 V
twin stack: dipole change 0.10 V, q = 1.078e+12 e/cm^2
twin minus original at s = 4 nm, h = 2 nm: -0.10000 V
Qm spread over 1.0 nm: change of W = -6.786 mV
planar fit without bulk charge: W = 0.41919 V, bias = 0.04080 V
assumed voltage noise = 5.0 mV
standard error of W, five samples: 35.32 mV
standard error of W, nine samples: 20.11 mV
verified
```
